\section*{The commutator of two coupled angular momenta and the scalar triple product, part 1}

(Sections cited here and not found follow in the second part.)

\section{The commutator and three spins one half}

\subsection{Result and conventions}

Three angular momenta $\mathbf J_1,\mathbf J_2,\mathbf J_3$ can be coupled in pairs, $\mathbf J_{12}=\mathbf J_1+\mathbf J_2$ and $\mathbf J_{23}=\mathbf J_2+\mathbf J_3$. The squares of these two sums do not commute, and their commutator is
\begin{equation}
[J_{12}^2,J_{23}^2]=-4i\,T,\qquad
T=\mathbf J_1\cdot(\mathbf J_2\times\mathbf J_3).
\label{eq:main}
\end{equation}
For three spins $1/2$ the operator $T$ has the eigenvalues
\begin{equation}
+\frac{\sqrt3}{4}\ \text{(twice)},\qquad
-\frac{\sqrt3}{4}\ \text{(twice)},\qquad
0\ \text{(four times)}.
\label{eq:spectrum}
\end{equation}
These belong to $T$. The commutator itself is anti-Hermitian, and its eigenvalues are $-4i$ times those of $T$, namely $\mp i\sqrt3$ and $0$.

Atomic units are used in the algebra, so $\hbar=1$. Restoring $\hbar$ turns the right side of \eqref{eq:main} into $-4i\hbar T$: the left side has four powers of angular momentum and $T$ has three. Each angular momentum obeys
\begin{equation}
[J_{na},J_{nb}]=i\,\epsilon_{abc}J_{nc},
\label{eq:algebra}
\end{equation}
where $n=1,2,3$ labels the angular momentum, $a,b,c$ run over $x,y,z$, and a repeated component index is summed. The three operators act on different factors of a product space, so components with different $n$ commute. It follows that the factors in $T=\epsilon_{abc}J_{1a}J_{2b}J_{3c}$ may be written in any order, and that $T$ is Hermitian. For spins $1/2$ the letter $\mathbf S$ replaces $\mathbf J$.

\subsection{The simplest case: one spin down among three}

Take three spins $1/2$ with two up and one down. There are three such states, labelled by the position of the down spin:
\begin{equation}
d_1=|\!\downarrow\uparrow\uparrow\rangle,\qquad
d_2=|\!\uparrow\downarrow\uparrow\rangle,\qquad
d_3=|\!\uparrow\uparrow\downarrow\rangle .
\end{equation}
To let $T$ act on them, collect the terms of the triple product by their $z$ component. Written out,
\begin{align}
T={}&S_{1z}(S_{2x}S_{3y}-S_{2y}S_{3x})
+S_{1x}(S_{2y}S_{3z}-S_{2z}S_{3y})\nonumber\\
&+S_{1y}(S_{2z}S_{3x}-S_{2x}S_{3z}).
\end{align}
The two terms with $S_{2z}$ are $S_{2z}(S_{3x}S_{1y}-S_{3y}S_{1x})$, and the two with $S_{3z}$ are $S_{3z}(S_{1x}S_{2y}-S_{1y}S_{2x})$. Hence
\begin{equation}
T=S_{1z}(\mathbf S_2\times\mathbf S_3)_z
+S_{2z}(\mathbf S_3\times\mathbf S_1)_z
+S_{3z}(\mathbf S_1\times\mathbf S_2)_z .
\label{eq:Tz}
\end{equation}
With $S_{n\pm}=S_{nx}\pm iS_{ny}$, two different spins $m$ and $n$ give
\begin{align}
S_{m+}S_{n-}&=S_{mx}S_{nx}+S_{my}S_{ny}-i(S_{mx}S_{ny}-S_{my}S_{nx}),\\
S_{m-}S_{n+}&=S_{mx}S_{nx}+S_{my}S_{ny}+i(S_{mx}S_{ny}-S_{my}S_{nx}).
\end{align}
The difference of the two lines is $-2i(\mathbf S_m\times\mathbf S_n)_z$. Since $1/(-2i)=i/2$,
\begin{equation}
(\mathbf S_m\times\mathbf S_n)_z=\frac i2\,(S_{m+}S_{n-}-S_{m-}S_{n+}).
\label{eq:ladder}
\end{equation}

Now apply \eqref{eq:Tz} to $d_1$. In the first term spins 2 and 3 are both up. Each product in \eqref{eq:ladder} contains a raising operator on one of them, so the term vanishes. In the second term $m=3$, $n=1$. The product $S_{3+}S_{1-}$ gives zero, while $S_{3-}S_{1+}d_1=d_3$. Spin 2 is up, so $S_{2z}$ gives $1/2$ and the term is $-\frac i4 d_3$. In the third term $m=1$, $n=2$. Here $S_{1+}S_{2-}d_1=d_2$, the other product gives zero, and $S_{3z}$ gives $1/2$, so the term is $+\frac i4 d_2$. Together,
\begin{equation}
T\,d_1=\frac i4\,(d_2-d_3).
\label{eq:Td1}
\end{equation}
Equation \eqref{eq:Tz} is unchanged by the relabelling $1\to2\to3\to1$, so
\begin{equation}
T\,d_n=\frac i4\,(d_{n+1}-d_{n-1}),
\label{eq:Tdn}
\end{equation}
with the positions counted cyclically. The down spin hops round a ring of three sites, with an amplitude of opposite sign in the two directions.

A ring is solved by plane waves. Put $\chi_\kappa=3^{-1/2}\sum_n e^{i\kappa n}d_n$, where $e^{3i\kappa}=1$ so that the wave closes. Shifting the summation index gives $\sum_n e^{i\kappa n}d_{n+1}=e^{-i\kappa}\sum_n e^{i\kappa n}d_n$, and the opposite shift gives the factor $e^{+i\kappa}$. Therefore
\begin{equation}
T\chi_\kappa=\frac i4\,(e^{-i\kappa}-e^{i\kappa})\chi_\kappa
=\frac i4(-2i\sin\kappa)\chi_\kappa=\frac12\sin\kappa\;\chi_\kappa .
\label{eq:wave}
\end{equation}
For $\kappa=0,\,2\pi/3,\,-2\pi/3$ the eigenvalues are $0,\,+\sqrt3/4,\,-\sqrt3/4$.

The limit $\kappa=0$ can be checked separately. The state $(d_1+d_2+d_3)/\sqrt3$ is what the total lowering operator makes from $|\!\uparrow\uparrow\uparrow\rangle$, apart from a factor, so it has total spin $3/2$. Three parallel spins span no volume, and the value zero agrees with that picture.

The picture of three arrows must not be carried over to the other two states. In $\chi_{2\pi/3}$ each spin is down with probability $1/3$, so its mean $z$ component is
\begin{equation}
\langle S_{nz}\rangle=\frac12\cdot\frac23-\frac12\cdot\frac13=\frac16 .
\end{equation}
Its mean $x$ and $y$ components vanish, because a single $S_{n\pm}$ changes the number of down spins. The three mean spins are parallel and their triple product is zero, yet $\langle T\rangle=\sqrt3/4$. The chirality lies in the correlations. In a product state $\langle T\rangle$ does factor into the triple product of three mean vectors of length $1/2$, so it is at most $1/8$ in magnitude. The eigenvalue $\sqrt3/4\approx0.433$ exceeds this, and the eigenstate is therefore entangled.

\subsection{From three spins one half to any spins}

Nothing so far has linked $T$ to the pair couplings. For this, let the three angular momenta have any size. Because $\mathbf J_1$ and $\mathbf J_2$ commute,
\begin{equation}
J_{12}^2=J_1^2+J_2^2+2\,\mathbf J_1\cdot\mathbf J_2,\qquad
J_{23}^2=J_2^2+J_3^2+2\,\mathbf J_2\cdot\mathbf J_3 .
\label{eq:squares}
\end{equation}
Each $J_n^2$ commutes with all components of $\mathbf J_n$ by \eqref{eq:algebra}, and with the other two angular momenta because they act elsewhere. The single squares therefore drop out, and the two factors of 2 remain:
\begin{equation}
[J_{12}^2,J_{23}^2]=4\,[\mathbf J_1\cdot\mathbf J_2,\ \mathbf J_2\cdot\mathbf J_3]
=4\,[J_{1a}J_{2a},\ J_{2b}J_{3b}].
\end{equation}
Here $J_{1a}$ and $J_{3b}$ commute with every other factor and can be taken outside:
\begin{equation}
[J_{12}^2,J_{23}^2]=4J_{1a}J_{3b}\,[J_{2a},J_{2b}]
=4i\,\epsilon_{abc}J_{1a}J_{3b}J_{2c}.
\label{eq:sign}
\end{equation}
In the last expression the index order $a,b,c$ belongs to the spins $1,3,2$, so the sum is $\mathbf J_1\cdot(\mathbf J_3\times\mathbf J_2)=-T$. This exchange is the source of the minus sign in \eqref{eq:main}, which is now proved for any spins.

Three limits test the formula. If $J_2=0$, then $J_{12}^2=J_1^2$ and $J_{23}^2=J_3^2$ commute, and $T$ vanishes. If $J_1=0$ or $J_3=0$, one of the two squares reduces to a single-spin square, and again both sides vanish. Exchanging the labels 1 and 3 exchanges the two squares, which reverses the commutator; it also reverses $T$.

The fourth limit is classical. For large angular momenta the commutator divided by $i$ goes over into the Poisson bracket, with $\{J_{na},J_{nb}\}=\epsilon_{abc}J_{nc}$. Let $J_{12}^2$ serve as a Hamiltonian, so that $\dot F=\{F,J_{12}^2\}$. Then
\begin{equation}
\dot J_{2a}=2J_{1b}\{J_{2a},J_{2b}\}=2\epsilon_{abc}J_{1b}J_{2c},
\qquad \dot{\mathbf J}_2=2\,\mathbf J_1\times\mathbf J_2 ,
\end{equation}
while $\mathbf J_3$ stands still. The squared length of $\mathbf J_{23}$ changes at the rate
\begin{equation}
\frac{d}{dt}J_{23}^2=2\,\mathbf J_3\cdot\dot{\mathbf J}_2
=4\,\mathbf J_3\cdot(\mathbf J_1\times\mathbf J_2)=4T .
\end{equation}
Thus $\{J_{12}^2,J_{23}^2\}=-4T$, in agreement with \eqref{eq:main}. The geometry is plain: $\mathbf J_1$ and $\mathbf J_2$ turn about their sum, and this changes the scalar product $\mathbf J_2\cdot\mathbf J_3$ at the rate $2T$, twice the signed volume of the parallelepiped that the three vectors span. When they lie in one plane, $J_{23}^2$ is momentarily stationary.

The assumption of different factor spaces is needed. Suppose $\mathbf J_3$ is the same operator as $\mathbf J_1$. Then $\mathbf J_{12}=\mathbf J_{23}$ and the commutator is zero. The triple product as written becomes
\begin{equation}
\epsilon_{abc}J_{1a}J_{2b}J_{1c}=-J_{2b}\,\epsilon_{bac}J_{1a}J_{1c}
=-J_{2b}(\mathbf J_1\times\mathbf J_1)_b=-i\,\mathbf J_1\cdot\mathbf J_2 ,
\end{equation}
because \eqref{eq:algebra} is the same as $\mathbf J_1\times\mathbf J_1=i\mathbf J_1$. This is not zero in general, and \eqref{eq:main} fails.

One consequence of \eqref{eq:main} is used repeatedly. The operator $J_{12}^2$ commutes with $\mathbf J_{12}$ and with $\mathbf J_3$, hence with the total $\mathbf J=\mathbf J_1+\mathbf J_2+\mathbf J_3$. The same holds for $J_{23}^2$. Products of operators that commute with $\mathbf J$ also commute with it, so
\begin{equation}
[T,\mathbf J]=0 .
\label{eq:scalar}
\end{equation}

\subsection{All eight states}

The spectrum for three spins $1/2$ can now be completed. By \eqref{eq:scalar} an eigenvalue of $T$ is shared by all members of a multiplet of total spin. The states $\chi_{\pm2\pi/3}$ have total $M=1/2$ and are orthogonal to the $M=1/2$ member of the quartet, so they have total spin $1/2$. Each brings a partner with $M=-1/2$. The values $\pm\sqrt3/4$ thus occur twice each, and the four states of spin $3/2$ have the value zero. This is \eqref{eq:spectrum}.

The same result follows from permutations, which shows why a cube root of unity appears. Let $P_{mn}$ exchange the states of spins $m$ and $n$. From $\mathbf S_m\cdot\mathbf S_n=\frac12(S_{mn}^2-\frac32)$, the scalar product is $\frac14$ in the triplet and $-\frac34$ in the singlet. The triplet is symmetric and the singlet antisymmetric, so
\begin{equation}
P_{mn}=\frac12+2\,\mathbf S_m\cdot\mathbf S_n ,
\end{equation}
which gives $+1$ and $-1$ as it should. Constants drop out of commutators, and therefore
\begin{equation}
[P_{12},P_{23}]=4[\mathbf S_1\cdot\mathbf S_2,\mathbf S_2\cdot\mathbf S_3]=-4iT .
\end{equation}
The product $C=P_{12}P_{23}$ takes $|abc\rangle$ first to $|acb\rangle$ and then to $|cab\rangle$. It is a cyclic permutation, with $C^{-1}=P_{23}P_{12}$ and $C^3=1$. Hence
\begin{equation}
T=\frac i4\,(C-C^{-1}).
\label{eq:cyclic}
\end{equation}
An eigenvalue $e^{i\varphi}$ of $C$ gives $T=-\frac12\sin\varphi$ with $\varphi=0,\pm2\pi/3$, the same three values as before.

The multiplicities follow from traces. Let $n_0,n_1,n_2$ count the eigenvalues $1,\omega,\omega^2$ of $C$, with $\omega=e^{2\pi i/3}$. The trace of $C$ counts the basis states left unchanged. These are all up and all down, so $\operatorname{Tr}C=\operatorname{Tr}C^{-1}=2$, and
\begin{align}
n_0+n_1+n_2&=8,\\
n_0+\omega n_1+\omega^2n_2&=2,\\
n_0+\omega^2n_1+\omega n_2&=2 .
\end{align}
Since $1+\omega+\omega^2=0$, the sum of the three lines is $3n_0=12$, so $n_0=4$. The difference of the last two gives $n_1=n_2$, and the first then gives $n_1=n_2=2$.

Finally, $T^2$ equals $3/16$ on spin $1/2$ and zero on spin $3/2$. The total square $S^2$ is $\frac34$ and $\frac{15}4$ there, so both values are contained in
\begin{equation}
T^2=\frac1{16}\left(\frac{15}{4}-S^2\right).
\end{equation}
The total spin fixes the magnitude of the eigenvalue of $T$ but not its sign. It does not fix the mean value: for total spin $1/2$, a superposition of the two signs can have any $\langle T\rangle$ between $-\sqrt3/4$ and $+\sqrt3/4$.

\section{Recoupling and a triangle of spins}

\subsection{What is taken over}

The symbols are $\mathbf J_{12}=\mathbf J_1+\mathbf J_2$, $\mathbf J_{23}=\mathbf J_2+\mathbf J_3$, $\mathbf J=\mathbf J_1+\mathbf J_2+\mathbf J_3$ and $T=\mathbf J_1\cdot(\mathbf J_2\times\mathbf J_3)$, with $\hbar=1$ in the algebra. The first half showed that $[J_{12}^2,J_{23}^2]=-4iT$ for any spins on different factor spaces, and that $T$ commutes with $\mathbf J$. For three spins $1/2$, $T$ is $\pm\sqrt3/4$ when the total spin is $1/2$ and zero when it is $3/2$.

The commutator of $J_{12}^2$ and $J_{23}^2$ has been shown to be $-4iT$ for any three spins on different factor spaces, and the spectrum of $T$ has been found for three spins $1/2$. It remains to obtain $T$ for other spins from the $6j$ symbol, to bound how sharply both couplings can be known, and to follow a singlet round a triangle of spins.
